# Floor Shadowing by Tilted Ions in Deep Trenches and Circular Holes: a numerical check

```python
"""
Result under test: a parallel ion beam tilted by theta enters a feature with
vertical absorbing walls and aspect ratio A = depth / width. With x = A tan(theta),
the illuminated fraction of the floor is, for 0 <= x <= 1,
    long trench, tilt across its width : 1 - x
    circular hole (width = diameter)   : (2/pi) [arccos x - x sqrt(1 - x^2)]
and zero for x >= 1. A trench tilted at azimuth phi from its width direction
has x replaced by x |cos(phi)|.
Lengths inside the ray tracers are in units of the feature width.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def trench_fraction(shift):
    return np.maximum(0.0, 1.0 - np.abs(shift))


def hole_fraction(shift):
    x = np.minimum(np.abs(shift), 1.0)
    return 2 / np.pi * (np.arccos(x) - x * np.sqrt(1 - x**2))


def inside(shape, x, y):
    return np.abs(x) < 0.5 if shape == "trench" else x**2 + y**2 < 0.25


def sample_points(shape, n):
    """Evenly spaced points of the cross-section."""
    c = (np.arange(n) + 0.5) / n - 0.5
    if shape == "trench":
        return c, np.zeros(n)
    x, y = np.meshgrid(c, c)
    keep = inside(shape, x, y)
    return x[keep], y[keep]


def traced_floor_fraction(shape, aspect, theta, azimuth=0.0):
    """Follow rays back from the floor, checking the walls at many heights."""
    x, y = sample_points(shape, 4000 if shape == "trench" else 800)
    direction = np.array([np.sin(theta) * np.cos(azimuth),
                          np.sin(theta) * np.sin(azimuth), -np.cos(theta)])
    lit = np.ones(x.size, dtype=bool)
    for height in np.linspace(0, aspect, 21):
        path = height / direction[2]
        lit &= inside(shape, x + path * direction[0], y + path * direction[1])
    return lit.mean()


def count_bounces(shape, x, y, shift):
    """Specular wall hits of ions entering at (x, y) with total lateral path shift."""
    x, y = x.copy(), y.copy()
    ux, uy = np.ones(x.size), np.zeros(x.size)
    remaining = np.full(x.size, shift)
    bounces = np.zeros(x.size, dtype=int)
    for _ in range(500):
        if shape == "trench":
            distance = 0.5 - x * ux
        else:
            b = x * ux + y * uy
            distance = -b + np.sqrt(np.maximum(0, b**2 + 0.25 - x**2 - y**2))
        hit = distance < remaining
        if not hit.any():
            return bounces
        step = np.where(hit, distance, 0.0)
        x += step * ux
        y += step * uy
        normal_x, normal_y = 2 * x, 2 * y
        dot = ux * normal_x + uy * normal_y
        ux -= np.where(hit, 2 * dot * normal_x, 0.0)
        uy -= np.where(hit, 2 * dot * normal_y, 0.0)
        remaining -= step
        bounces += hit
    raise RuntimeError("bounce count did not finish")


# Inputs: the process values are rough typical ones
width_nm, depth_nm, tilt_deg = 100.0, 5000.0, 0.5
energy_eV, gas_K, hot_eV = 3000.0, 500.0, 0.5
pressure_mTorr, sheath_mm, cross_section_m2 = 10.0, 5.0, 5e-19
survival, wall_voltage = 0.9, 1.0
ion_mass = 40 * const.atomic_mass
theta = np.deg2rad(tilt_deg)
aspect = depth_nm / width_nm
shift = aspect * np.tan(theta)
f_trench, f_hole = float(trench_fraction(shift)), float(hole_fraction(shift))

# Geometry against ray tracing; tolerances are set by the point spacing
aspects = [10, 20, 50, 100, 120]
for a in aspects:
    s = a * np.tan(theta)
    assert abs(traced_floor_fraction("trench", a, theta) - trench_fraction(s)) < 5e-4
    assert abs(traced_floor_fraction("hole", a, theta) - hole_fraction(s)) < 2e-3
azimuths = [0, 45, 90]
for phi in azimuths:
    expected = trench_fraction(shift * np.cos(np.deg2rad(phi)))
    traced = traced_floor_fraction("trench", aspect, theta, np.deg2rad(phi))
    assert abs(traced - expected) < 5e-4
    traced = traced_floor_fraction("hole", aspect, theta, np.deg2rad(phi))
    assert abs(traced - f_hole) < 2e-3
traced_trench = traced_floor_fraction("trench", aspect, theta)
traced_hole = traced_floor_fraction("hole", aspect, theta)

# Strip integral over the part of the disc whose chords exceed the shift
for s in [0.1, shift, 0.9]:
    y_end = 0.5 * np.sqrt(1 - s**2)
    strips = quad(lambda y: np.sqrt(1 - 4 * y**2) - s, -y_end, y_end)[0] * 4 / np.pi
    assert abs(strips - hole_fraction(s)) < 1e-9

# Slope of the hole formula, and the hole lying below the trench
X = sp.symbols("x", positive=True)
hole_symbolic = 2 / sp.pi * (sp.acos(X) - X * sp.sqrt(1 - X**2))
slope_error = sp.diff(hole_symbolic, X) + 4 / sp.pi * sp.sqrt(1 - X**2)
assert sp.simplify(slope_error) == 0
inner = np.linspace(0.001, 0.999, 999)
assert np.all(hole_fraction(inner) < trench_fraction(inner))
assert round(100 * f_trench) == 56 and round(100 * f_hole) == 46

# Thermal spread: average over Gaussian slopes, checked by sampled velocities
rng = np.random.default_rng(7)
gas_eV = const.k * gas_K / const.e
grid = np.linspace(-6, 6, 601)
weight = np.exp(-grid**2 / 2)
weight /= weight.sum()
thermal = []
for temperature_eV in [gas_eV, hot_eV]:
    slope_rms = np.sqrt(temperature_eV / (2 * energy_eV))
    across = shift + aspect * slope_rms * grid
    along = aspect * slope_rms * grid
    mean_trench = weight @ trench_fraction(across)
    mean_hole = weight @ hole_fraction(np.hypot(across[:, None], along)) @ weight
    n = 400000
    v_down = np.sqrt(2 * energy_eV * const.e / ion_mass)
    v_side = rng.normal(0, np.sqrt(temperature_eV * const.e / ion_mass), (2, n))
    move_x = aspect * (np.tan(theta) + v_side[0] / v_down)
    move_y = aspect * v_side[1] / v_down
    start = rng.random(n) - 0.5
    sampled_trench = inside("trench", start + move_x, 0).mean()
    radius, angle = 0.5 * np.sqrt(rng.random(n)), 2 * np.pi * rng.random(n)
    sampled_hole = inside("hole", radius * np.cos(angle) + move_x,
                          radius * np.sin(angle) + move_y).mean()
    # Sampling error is about 0.0008
    assert abs(sampled_trench - mean_trench) < 0.004
    assert abs(sampled_hole - mean_hole) < 0.004
    thermal.append((temperature_eV, np.rad2deg(slope_rms), mean_trench, mean_hole))

# Specular reflection with a given survival probability per wall hit
xt, yt = sample_points("trench", 4000)
bounces_trench = count_bounces("trench", xt, yt, shift)
reflect_trench = np.mean(survival**bounces_trench)
assert bounces_trench.max() == 1
assert abs(reflect_trench - (1 - shift + survival * shift)) < 5e-4
xh, yh = sample_points("hole", 600)
bounces_hole = count_bounces("hole", xh, yh, shift)
reflect_hole = np.mean(survival**bounces_hole)
assert abs(np.mean(bounces_hole == 0) - f_hole) < 2e-3
chord = np.sqrt(1 - 4 * yh**2)
excess = shift - (chord / 2 - xh)
bounces_chord = np.where(excess > 0, 1 + np.floor(excess / chord), 0)
assert abs(np.mean(survival**bounces_chord) - reflect_hole) < 1e-4

# Lateral voltage between the trench walls: formula against integrated motion
bend = wall_voltage * aspect**2 / (4 * energy_eV * np.cos(theta)**2)
equal_voltage = wall_voltage * shift / bend
speed = np.sqrt(2 * energy_eV * const.e / ion_mass)
w, h = width_nm * 1e-9, depth_nm * 1e-9
flight_time = h / (speed * np.cos(theta))
charged = []
for sign in [1, -1]:
    force_term = sign * const.e * wall_voltage / (w * ion_mass)
    # Scaled time (0 to 1) and position in widths keep the integrator well conditioned
    motion = solve_ivp(lambda t, q: [q[1], force_term * flight_time**2 / w], (0, 1),
                       [0, speed * np.sin(theta) * flight_time / w],
                       t_eval=np.linspace(0, 1, 201), rtol=1e-9, atol=1e-12)
    position = motion.y[0]
    assert abs(position[-1] - (shift + sign * bend)) < 1e-7
    charged.append(1 - (position.max() - position.min()))
    assert abs(charged[-1] - (1 - shift - sign * bend)) < 1e-7

# Gas collisions
pressure_Pa = pressure_mTorr * 1e-3 * const.torr
free_path = const.k * gas_K / (pressure_Pa * cross_section_m2)
collided_sheath = 1 - np.exp(-sheath_mm * 1e-3 / free_path)
collided_feature = -np.expm1(-h / free_path)

print(f"feature width or diameter: {width_nm:.0f} nm")
print(f"feature depth: {depth_nm:.0f} nm")
print(f"aspect ratio: {aspect:.0f}")
print(f"tilt: {tilt_deg:.2f} degrees")
print(f"tan(tilt): {np.tan(theta):.6f}")
print(f"relative shift x: {shift:.5f}")
print(f"lateral shift: {shift * width_nm:.2f} nm")
print(f"arccos x: {np.arccos(shift):.5f} rad")
print(f"x sqrt(1-x^2): {shift * np.sqrt(1 - shift**2):.5f}")
print(f"trench lit fraction, formula: {100 * f_trench:.2f} percent")
print(f"trench lit fraction, ray tracing: {100 * traced_trench:.2f} percent")
print(f"hole lit fraction, formula: {100 * f_hole:.2f} percent")
print(f"hole lit fraction, ray tracing: {100 * traced_hole:.2f} percent")
print(f"trench lit width: {f_trench * width_nm:.2f} nm")
print(f"hole floor area: {np.pi * width_nm**2 / 4:.0f} nm^2")
print(f"hole lit area: {f_hole * np.pi * width_nm**2 / 4:.0f} nm^2")
print(f"aspect ratio for a dark floor: {1 / np.tan(theta):.1f}")
print(f"small-shift loss ratio, hole to trench (4/pi): {4 / np.pi:.4f}")
for a in aspects:
    s = a * np.tan(theta)
    print(f"aspect ratio {a}: x = {s:.4f}, trench {100 * trench_fraction(s):.2f}, "
          f"hole {100 * hole_fraction(s):.2f} percent")
for phi in azimuths:
    value = trench_fraction(shift * np.cos(np.deg2rad(phi)))
    print(f"trench, tilt azimuth {phi} degrees: {100 * value:.2f} percent lit")
print(f"ion energy (rough): {energy_eV:.0f} eV")
print(f"gas temperature (rough): {gas_K:.0f} K")
for temperature_eV, spread, mean_trench, mean_hole in thermal:
    print(f"transverse temperature {temperature_eV:.4f} eV: rms angle {spread:.3f} degrees")
    print(f"  ions reaching floor: trench {100 * mean_trench:.2f}, "
          f"hole {100 * mean_hole:.2f} percent")
print(f"assumed survival per wall reflection: {survival:.2f}")
print(f"with reflection, trench ions reaching floor: {100 * reflect_trench:.1f} percent")
print(f"with reflection, hole ions reaching floor: {100 * reflect_hole:.1f} percent")
print(f"assumed lateral wall voltage: {wall_voltage:.1f} V")
print(f"relative shift from this voltage: {bend:.4f}")
print(f"trench lit, voltage aiding the tilt: {100 * charged[0]:.1f} percent")
print(f"trench lit, voltage opposing the tilt: {100 * charged[1]:.1f} percent")
print(f"voltage shifting ions as much as the tilt: {equal_voltage:.2f} V")
print(f"gas pressure (rough): {pressure_mTorr:.0f} mTorr")
print(f"collision cross-section (rough): {cross_section_m2 * 1e18:.2f} nm^2")
print(f"sheath thickness (rough): {sheath_mm:.1f} mm")
print(f"ion mean free path: {free_path * 1e3:.1f} mm")
print(f"ions colliding in the sheath: {100 * collided_sheath:.0f} percent")
print(f"ions colliding inside the feature: {100 * collided_feature:.3f} percent")
print("success")
```

Printed output:

```
feature width or diameter: 100 nm
feature depth: 5000 nm
aspect ratio: 50
tilt: 0.50 degrees
tan(tilt): 0.008727
relative shift x: 0.43634
lateral shift: 43.63 nm
arccos x: 1.11927 rad
x sqrt(1-x^2): 0.39261
trench lit fraction, formula: 56.37 percent
trench lit fraction, ray tracing: 56.38 percent
hole lit fraction, formula: 46.26 percent
hole lit fraction, ray tracing: 46.26 percent
trench lit width: 56.37 nm
hole floor area: 7854 nm^2
hole lit area: 3633 nm^2
aspect ratio for a dark floor: 114.6
small-shift loss ratio, hole to trench (4/pi): 1.2732
aspect ratio 10: x = 0.0873, trench 91.27, hole 88.90 percent
aspect ratio 20: x = 0.1745, trench 82.55, hole 77.89 percent
aspect ratio 50: x = 0.4363, trench 56.37, hole 46.26 percent
aspect ratio 100: x = 0.8727, trench 12.73, hole 5.35 percent
aspect ratio 120: x = 1.0472, trench 0.00, hole 0.00 percent
trench, tilt azimuth 0 degrees: 56.37 percent lit
trench, tilt azimuth 45 degrees: 69.15 percent lit
trench, tilt azimuth 90 degrees: 100.00 percent lit
ion energy (rough): 3000 eV
gas temperature (rough): 500 K
transverse temperature 0.0431 eV: rms angle 0.154 degrees
  ions reaching floor: trench 56.36, hole 44.42 percent
transverse temperature 0.5000 eV: rms angle 0.523 degrees
  ions reaching floor: trench 50.49, hole 27.84 percent
assumed survival per wall reflection: 0.90
with reflection, trench ions reaching floor: 95.6 percent
with reflection, hole ions reaching floor: 94.5 percent
assumed lateral wall voltage: 1.0 V
relative shift from this voltage: 0.2083
trench lit, voltage aiding the tilt: 35.5 percent
trench lit, voltage opposing the tilt: 77.2 percent
voltage shifting ions as much as the tilt: 2.09 V
gas pressure (rough): 10 mTorr
collision cross-section (rough): 0.50 nm^2
sheath thickness (rough): 5.0 mm
ion mean free path: 10.4 mm
ions colliding in the sheath: 38 percent
ions colliding inside the feature: 0.048 percent
success
```
